**Wang-Landau density of states and reweighted coverage of a lattice adsorbate**

The program estimates g(N,P), the number of configurations with N molecules and P occupied nearest-neighbour pairs on a periodic 6 × 6 lattice, and reweights it to coverages θ at any temperature T, chemical potential μ and pair energy w. It asserts that the exact counts agree with direct enumeration on a 4 × 4 lattice and obey particle-hole symmetry on the 6 × 6 lattice. It also asserts the stationary class probabilities for frozen weights, the decay of error under two schedules for the update ln f, and the noise law for independent draws. The rotational and translational gas factors are compared with explicit sums over levels. Every run must find exactly the allowed classes, and sampled coverages must lie within 0.02 of transfer-matrix values. The output shows 482 classes, a root-mean-square error of 0.035 in the run-averaged ln g, and a largest coverage error of 0.0007 over 15 gas conditions. Some deviations exceed the standard error estimated from four runs, so run-to-run scatter does not capture the full error. For the example at 500 K and 0.1 Torr, a fully dipolar repulsion, with distant molecules treated in mean field, would lower the coverage from 0.31 to about 0.19, far more than the sampling error.

## Check in Python

```python
"""Wang-Landau estimate of the joint density of states of a lattice adsorbate.

Result under test: g(N, P), the number of configurations with N molecules and
P occupied nearest-neighbour pairs on a periodic square lattice of M sites,
gives the coverage at every temperature T and chemical potential mu through
  theta = sum N g exp((mu N - w P)/kT) / (M sum g exp((mu N - w P)/kT)).
w: pair energy (positive = repulsion). mu: gas chemical potential plus binding
energy plus kT ln(q_ads), q_ads being the partition function of surface modes.
ln_f: amount added to ln g of the current class (N, P) after each step.
Energies are in eV, temperatures in K, pressures in Torr unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_EV = const.k / const.e
TORR = const.atm / 760
SIDE = 6
SITES = SIDE * SIDE
STEPS = 2_500_000
RUNS = 4
PAIR_ENERGY = 0.05
BINDING = 1.10
SPACING_NM = 0.35
MASS_U = 17.0
ROT_B, ROT_C, ROT_SYMMETRY = 10.0, 6.0, 3      # cm^-1, cm^-1, number
MODES_MEV = [10.0, 15.0, 15.0, 40.0, 70.0, 70.0]
TEMPERATURES = [400, 450, 500, 550, 600]
PRESSURES = [0.01, 0.1, 1.0]
MASS = MASS_U * const.atomic_mass


def row_data(side):
    rows = np.arange(2**side)
    bits = (rows[:, None] >> np.arange(side)) & 1
    inside = (bits * np.roll(bits, 1, axis=1)).sum(axis=1)
    return bits, bits.sum(axis=1), inside


def enumerate_states(side):
    """N and P of every configuration, straight from the definition."""
    states = np.arange(2**(side * side))
    grid = ((states[:, None] >> np.arange(side * side)) & 1)
    grid = grid.reshape(-1, side, side)
    pairs = grid * np.roll(grid, 1, axis=1) + grid * np.roll(grid, 1, axis=2)
    return grid.sum(axis=(1, 2)), pairs.sum(axis=(1, 2))


def exact_counts(side):
    """Exact g(N, P): transfer-matrix traces at roots of unity, then FFT."""
    bits, number, inside = row_data(side)
    pair = inside[:, None] + bits @ bits.T
    n_size, p_size = side * side + 1, 2 * side * side + 1
    values = np.empty((n_size, p_size), complex)
    for j in range(p_size):
        powers = np.exp(-2j * np.pi * j * np.arange(2 * side + 1) / p_size)
        pair_phase = powers[pair]
        for i in range(n_size):
            number_phase = np.exp(-2j * np.pi * i * number / n_size)
            step = number_phase[:, None] * pair_phase
            values[i, j] = np.trace(np.linalg.matrix_power(step, side))
    counts = np.fft.ifft2(values).real
    assert np.max(np.abs(counts - np.rint(counts))) < 0.01
    return np.rint(counts).astype(np.int64)


def exact_coverage(side, temperature, mu, w, w_diagonal=0.0):
    """Coverage of the finite torus by a real transfer matrix, without g."""
    bits, number, inside = row_data(side)
    across = bits @ bits.T
    diagonal = bits @ (np.roll(bits, 1, 1) + np.roll(bits, -1, 1)).T
    exponent = (mu * number - w * inside)[:, None] - w * across
    exponent = (exponent - w_diagonal * diagonal) / (K_EV * temperature)
    step = np.exp(exponent - exponent.max())
    weights = np.diag(np.linalg.matrix_power(step, side))
    return float(weights @ number / weights.sum() / side)


def wang_landau(side, steps, seed, chunk=20_000):
    """One walker; halving of ln_f first, then ln_f = classes / steps."""
    rng = np.random.default_rng(seed)
    sites = side * side
    stride = 2 * sites + 1
    neighbours = []
    for site in range(sites):
        r, c = divmod(site, side)
        neighbours.append((r * side + (c + 1) % side,
                           r * side + (c - 1) % side,
                           (r + 1) % side * side + c,
                           (r - 1) % side * side + c))
    occupied = [0] * sites
    log_g = [0.0] * ((sites + 1) * stride)     # zero marks an unseen class
    visits = [0] * len(log_g)
    here, ln_f, floor, halving, switch = 0, 1.0, 0.0, True, 0
    for done in range(chunk, steps + 1, chunk):
        picks = rng.integers(sites, size=chunk).tolist()
        log_uniform = (-rng.exponential(size=chunk)).tolist()
        for site, threshold in zip(picks, log_uniform):
            a, b, c, d = neighbours[site]
            jump = stride + occupied[a] + occupied[b] + occupied[c] + occupied[d]
            trial = here - jump if occupied[site] else here + jump
            if log_g[here] - log_g[trial] > threshold:
                occupied[site] ^= 1
                here = trial
            log_g[here] = (log_g[here] or floor) + ln_f
            visits[here] += 1
        seen = [value for value in log_g if value > 0]
        floor, classes = min(seen), len(seen)
        if halving:
            if sum(1 for v in visits if v) == classes:
                ln_f /= 2
                visits = [0] * len(log_g)
            if ln_f <= classes / done:
                halving, switch = False, done
        if not halving:
            ln_f = classes / done
    table = np.array(log_g).reshape(sites + 1, stride)
    table[table == 0] = -np.inf
    top = table.max()
    total = top + np.log(np.exp(table - top).sum())
    return table - total + sites * np.log(2), ln_f, switch


N_GRID = np.arange(SITES + 1)[:, None]
P_GRID = np.arange(2 * SITES + 1)[None, :]


def reweighted_coverage(log_g, temperature, mu, w):
    exponent = log_g + (mu * N_GRID - w * P_GRID) / (K_EV * temperature)
    weight = np.exp(exponent - exponent.max())
    return float((weight * N_GRID).sum() / weight.sum() / SITES)


def wavelength(temperature):
    return const.h / np.sqrt(2 * np.pi * MASS * const.k * temperature)


def rotation_classical(temperature):
    kt = const.k * temperature / (const.h * const.c * 100)
    return np.sqrt(np.pi * kt**3 / (ROT_B**2 * ROT_C)) / ROT_SYMMETRY


def gas_mu(temperature, torr):
    volume = const.k * temperature / (torr * TORR)
    q = rotation_classical(temperature) * volume / wavelength(temperature)**3
    return -K_EV * temperature * np.log(q)


def surface_modes(temperature):
    x = np.array(MODES_MEV) * 1e-3 / (K_EV * temperature)
    return float(np.prod(1 / (1 - np.exp(-x))))


def site_mu(temperature, torr):
    shift = K_EV * temperature * np.log(surface_modes(temperature))
    return gas_mu(temperature, torr) + BINDING + shift


# Exact counting against direct enumeration on a small lattice.
n4, p4 = enumerate_states(4)
direct = np.zeros((17, 33), np.int64)
np.add.at(direct, (n4, p4), 1)
assert np.array_equal(direct, exact_counts(4))
exact_g = exact_counts(SIDE)
assert exact_g.sum() == 2**SITES
for n, p in np.argwhere(exact_g > 0):
    assert exact_g[n, p] == exact_g[SITES - n, 2 * SITES - 4 * n + p]

# Frozen weights: stationary class probability must be g / g_estimate.
n3, p3 = enumerate_states(3)
rng = np.random.default_rng(5)
trial_log_g = rng.normal(size=(10, 19))
state_log = trial_log_g[n3, p3]
chain = np.zeros((512, 512))
for s in range(512):
    for site in range(9):
        other = s ^ (1 << site)
        chain[s, other] = min(1.0, np.exp(state_log[s] - state_log[other])) / 9
    chain[s, s] = 1 - chain[s].sum()
system = chain.T - np.eye(512)
system[-1] = 1.0
stationary = np.linalg.solve(system, np.eye(512)[-1])
class_probability = np.zeros((10, 19))
count3 = np.zeros((10, 19))
np.add.at(class_probability, (n3, p3), stationary)
np.add.at(count3, (n3, p3), 1)
expected = count3 * np.exp(-trial_log_g)
assert np.allclose(class_probability, expected / expected.sum(), atol=1e-10)

# Mean flow of the error under the two schedules, from the full update rule.
CLASSES, T_START, T_END, STAGE = 20, 400, 20_000, 400
start = 0.01 * rng.normal(size=CLASSES)
left = {}
for schedule in ("inverse", "halving"):
    error = start.copy()
    for t in range(T_START + 1, T_END + 1):
        if schedule == "inverse":
            amount = CLASSES / t
        else:
            amount = CLASSES / T_START * 0.5**((t - T_START - 1) // STAGE)
        p = np.exp(-error)
        error += amount * p / p.sum()
    left[schedule] = float(error.std() / start.std())
law_inverse = T_START / T_END
law_halving = np.exp(-2 * STAGE / T_START)
assert abs(left["inverse"] / law_inverse - 1) < 0.03
assert abs(left["halving"] / law_halving - 1) < 0.03

# Noise with independent draws: variance close to classes / steps.
REPLICAS, NOISE_END = 500, 4000
error = np.zeros((REPLICAS, CLASSES))
index = np.arange(REPLICAS)
for t in range(T_START + 1, NOISE_END + 1):
    cumulative = np.cumsum(np.exp(-error), axis=1)
    mark = rng.random((REPLICAS, 1)) * cumulative[:, -1:]
    error[index, (cumulative < mark).sum(axis=1)] += CLASSES / t
noise = float((error - error.mean(axis=1, keepdims=True)).var())
noise_law = (CLASSES - 1) * (NOISE_END - T_START) / NOISE_END**2
assert abs(noise / noise_law - 1) < 0.12       # linearized law, finite sample

# Gas factors against explicit sums over quantum levels.
kt_cm = const.k * 400 / (const.h * const.c * 100)
rotation_sum = 0.0
for J in range(80):
    K = np.arange(-J, J + 1)
    level = ROT_B * J * (J + 1) + (ROT_C - ROT_B) * K**2
    rotation_sum += (2 * J + 1) * np.exp(-level / kt_cm).sum() / ROT_SYMMETRY
rotation_ratio = rotation_sum / rotation_classical(400)
assert abs(rotation_ratio - 1) < 0.02          # classical limit
box = 20e-9
levels = np.arange(1, 20001)**2 * const.h**2 / (8 * MASS * box**2)
box_sum = np.exp(-levels / (const.k * 400)).sum()
assert abs((box_sum + 0.5) * wavelength(400) / box - 1) < 1e-6

# Wang-Landau runs against the exact density of states.
results = [wang_landau(SIDE, STEPS, 100 + run) for run in range(RUNS)]
tables = [item[0] for item in results]
support = exact_g > 0
for table in tables:
    assert np.array_equal(np.isfinite(table), support)
exact_log = np.log(exact_g[support])
run_rms = [float(np.sqrt(np.mean((t[support] - exact_log)**2))) for t in tables]
mean_log = np.mean([t[support] for t in tables], axis=0)
mean_rms = float(np.sqrt(np.mean((mean_log - exact_log)**2)))
assert mean_rms < 0.3

print(f"lattice {SIDE} x {SIDE}, runs {RUNS}, steps per run {STEPS}")
print(f"binding {BINDING:.2f} eV, pair repulsion {PAIR_ENERGY:.2f} eV")
print(f"site spacing {SPACING_NM:.2f} nm, molecular mass {MASS_U:.0f} u")
print(f"rotational constants {ROT_B:.0f}, {ROT_B:.0f}, {ROT_C:.0f} cm^-1,"
      f" symmetry number {ROT_SYMMETRY}")
print("surface modes (meV):", *[f"{m:.0f}" for m in MODES_MEV])
print(f"rotation, level sum / classical at 400 K: {rotation_ratio:.4f}")
print(f"error left, ln f = n/t: {left['inverse']:.4f} (law {law_inverse:.4f})")
print(f"error left, halving: {left['halving']:.4f} (law {law_halving:.4f})")
print(f"noise variance, independent draws: {noise:.5f} (law {noise_law:.5f})")
print(f"classes (N,P) found: {int(support.sum())}")
print("steps at change to n/t, each run:", *[item[1 + 1] for item in results])
print(f"final ln f, first run: {results[0][1]:.2e}")
print("rms error of ln g, each run:", *[f"{r:.3f}" for r in run_rms])
print(f"rms error of run-averaged ln g: {mean_rms:.3f}")
print(f"independent-draw error per run: {np.sqrt(support.sum() / STEPS):.3f}")
half = SITES // 2
checker = np.mean([t[half, 0] for t in tables])
print(f"ln g({half},0): sampled {checker:.3f}, exact {np.log(exact_g[half, 0]):.3f}")
big_n, big_p = np.unravel_index(exact_g.argmax(), exact_g.shape)
big = np.mean([t[big_n, big_p] for t in tables])
print(f"ln g({big_n},{big_p}), largest: sampled {big:.3f},"
      f" exact {np.log(exact_g[big_n, big_p]):.3f}")

# Coverages at all temperatures and pressures from the same tables.
print("T(K) p(Torr) mu(eV) theta_WL std_err exact Langmuir")
worst, size_shift, worst_state = 0.0, -1.0, None
sampled = {}
for T in TEMPERATURES:
    for torr in PRESSURES:
        mu = site_mu(T, torr)
        values = [reweighted_coverage(t, T, mu, PAIR_ENERGY) for t in tables]
        mean = float(np.mean(values))
        spread = float(np.std(values, ddof=1) / np.sqrt(RUNS))
        exact = exact_coverage(SIDE, T, mu, PAIR_ENERGY)
        langmuir = 1 / (1 + np.exp(-mu / (K_EV * T)))
        assert abs(mean - exact) < 0.02        # statistical error of sampling
        worst = max(worst, abs(mean - exact))
        sampled[T, torr] = mean
        shift = abs(exact_coverage(8, T, mu, PAIR_ENERGY) - exact)
        if shift > size_shift:
            size_shift, worst_state = shift, (T, torr, mu, exact)
        print(f"{T} {torr:5.2f} {mu:7.3f} {mean:.4f} {spread:.4f}"
              f" {exact:.4f} {langmuir:.4f}")
print(f"largest coverage error in table: {worst:.4f}")

symmetric = np.mean([reweighted_coverage(t, 500, 2 * PAIR_ENERGY, PAIR_ENERGY)
                     for t in tables])
assert abs(symmetric - 0.5) < 0.02
assert abs(exact_coverage(SIDE, 500, 2 * PAIR_ENERGY, PAIR_ENERGY) - 0.5) < 1e-10
print(f"coverage at mu = 2w, 500 K: {symmetric:.4f}")
W_ATTRACT, MU_ATTRACT = -0.03, -0.08
attract = np.mean([reweighted_coverage(t, 500, MU_ATTRACT, W_ATTRACT)
                   for t in tables])
attract_exact = exact_coverage(SIDE, 500, MU_ATTRACT, W_ATTRACT)
assert abs(attract - attract_exact) < 0.02
print(f"w = {W_ATTRACT} eV, mu = {MU_ATTRACT} eV, 500 K:"
      f" sampled {attract:.4f}, exact {attract_exact:.4f}")

# Energy alone does not fix the mean number of molecules.
P_FIXED = 12
conditional = []
for torr in (PRESSURES[0], PRESSURES[-1]):
    weight = exact_g[:, P_FIXED] * np.exp(
        site_mu(500, torr) * np.arange(SITES + 1) / (K_EV * 500))
    conditional.append(float(weight @ np.arange(SITES + 1) / weight.sum()))
assert conditional[1] - conditional[0] > 0.1
print(f"mean N at P = {P_FIXED}, 500 K: {conditional[0]:.2f} at"
      f" {PRESSURES[0]} Torr, {conditional[1]:.2f} at {PRESSURES[-1]} Torr")

# Sizes of neglected effects.
T, torr, mu, exact = worst_state
large = exact_coverage(10, T, mu, PAIR_ENERGY)
print(f"largest size effect, {T} K, {torr} Torr: side 6 {exact:.5f},"
      f" side 10 {large:.5f}")
mu = site_mu(500, 0.1)
print(f"gas mu at 500 K, 0.1 Torr: {gas_mu(500, 0.1):.3f} eV;"
      f" q_ads {surface_modes(500):.1f}")
weak, strong = [np.mean([reweighted_coverage(t, 500, mu + d, PAIR_ENERGY)
                         for t in tables]) for d in (-0.05, 0.05)]
print(f"same state, binding -0.05 / +0.05 eV: {weak:.3f} / {strong:.3f}")
RADIUS = 300
x, y = np.meshgrid(np.arange(-RADIUS, RADIUS + 1), np.arange(-RADIUS, RADIUS + 1))
r2 = (x * x + y * y).astype(float)
inside_disc = (r2 > 0) & (r2 <= RADIUS**2)
dipole_sum = (r2[inside_disc]**-1.5).sum() + 2 * np.pi / RADIUS
w_second = PAIR_ENERGY / 2**1.5
tail = dipole_sum - 4 - 4 / 2**1.5
second = exact_coverage(SIDE, 500, mu, PAIR_ENERGY, w_second)
dipolar = brentq(lambda c: c - exact_coverage(
    SIDE, 500, mu - PAIR_ENERGY * tail * c, PAIR_ENERGY, w_second), 0, 1)
print(f"dipole lattice sum (nearest pair = 1): {dipole_sum:.3f}")
print(f"same state, coverage nearest only: {sampled[500, 0.1]:.3f}")
print(f"  with second neighbours: {second:.3f}; all dipoles: {dipolar:.3f}")
slowest = (0.0, 0, 0.0)
for T in TEMPERATURES:
    for torr in PRESSURES:
        arrive = torr * TORR * (SPACING_NM * 1e-9)**2
        arrive /= np.sqrt(2 * np.pi * MASS * const.k * T)
        leave = arrive * np.exp(-site_mu(T, torr) / (K_EV * T))
        slowest = max(slowest, (1 / (arrive + leave), T, torr))
print(f"slowest isolated-site relaxation: {slowest[0] * 1e3:.3f} ms"
      f" at {slowest[1]} K, {slowest[2]} Torr")
print("done: every assertion held")
```

Output:

```
lattice 6 x 6, runs 4, steps per run 2500000
binding 1.10 eV, pair repulsion 0.05 eV
site spacing 0.35 nm, molecular mass 17 u
rotational constants 10, 10, 6 cm^-1, symmetry number 3
surface modes (meV): 10 15 15 40 70 70
rotation, level sum / classical at 400 K: 1.0070
error left, ln f = n/t: 0.0200 (law 0.0200)
error left, halving: 0.1351 (law 0.1353)
noise variance, independent draws: 0.00426 (law 0.00428)
classes (N,P) found: 482
steps at change to n/t, each run: 740000 660000 480000 600000
final ln f, first run: 1.93e-04
rms error of ln g, each run: 0.072 0.064 0.063 0.053
rms error of run-averaged ln g: 0.035
independent-draw error per run: 0.014
ln g(18,0): sampled 0.524, exact 0.693
ln g(18,18), largest: sampled 21.276, exact 21.280
T(K) p(Torr) mu(eV) theta_WL std_err exact Langmuir
400  0.01   0.156 0.6217 0.0002 0.6210 0.9892
400  0.10   0.235 0.8349 0.0003 0.8352 0.9989
400  1.00   0.314 0.9680 0.0013 0.9682 0.9999
450  0.01   0.036 0.3559 0.0001 0.3566 0.7175
450  0.10   0.125 0.5540 0.0002 0.5534 0.9621
450  1.00   0.215 0.7721 0.0002 0.7726 0.9961
500  0.01  -0.083 0.0985 0.0007 0.0983 0.1282
500  0.10   0.017 0.3113 0.0002 0.3116 0.5952
500  1.00   0.116 0.5341 0.0002 0.5337 0.9363
550  0.01  -0.201 0.0144 0.0008 0.0138 0.0143
550  0.10  -0.092 0.0986 0.0007 0.0985 0.1265
550  1.00   0.018 0.3183 0.0002 0.3186 0.5916
600  0.01  -0.318 0.0023 0.0002 0.0021 0.0021
600  0.10  -0.199 0.0205 0.0010 0.0198 0.0208
600  1.00  -0.080 0.1294 0.0005 0.1291 0.1753
largest coverage error in table: 0.0007
coverage at mu = 2w, 500 K: 0.5002
w = -0.03 eV, mu = -0.08 eV, 500 K: sampled 0.2621, exact 0.2609
mean N at P = 12, 500 K: 12.89 at 0.01 Torr, 18.43 at 1.0 Torr
largest size effect, 400 K, 0.01 Torr: side 6 0.62097, side 10 0.62335
gas mu at 500 K, 0.1 Torr: -1.297 eV; q_ads 143.2
same state, binding -0.05 / +0.05 eV: 0.194 / 0.427
dipole lattice sum (nearest pair = 1): 9.034
same state, coverage nearest only: 0.311
  with second neighbours: 0.261; all dipoles: 0.194
slowest isolated-site relaxation: 0.190 ms at 400 K, 0.01 Torr
done: every assertion held
```
